# Film coverage in a trench with weakly reactive walls

## The result

A long trench of width $w$ and depth $L$ is open to a gas at its mouth. A dilute reactant diffuses down it with constant diffusivity $D$ and is consumed at the two side walls at the rate $kn$ per unit area, where $n$ is its number density and $k$ is a velocity. The bottom consumes nothing. If the walls are weakly reactive, in the sense

$$\mathrm{Bi}=\frac{kw}{2D}\ll1,$$

then the film thickness at the foot of the side wall, divided by that at the mouth, is

$$S=\frac{1}{\cosh\varphi},\qquad \varphi=L\sqrt{\frac{2k}{wD}} .$$

Here $\varphi$ is the Thiele modulus and $\mathrm{Bi}$ the transverse Biot number. When $\varphi$ is large, the law also needs $\varphi\,\mathrm{Bi}\ll1$, as the third case below shows. The phrase "inverse hyperbolic cosine" fits this law if it means the reciprocal of $\cosh\varphi$. The inverse function $\operatorname{arccosh}\varphi$ is something else, and is not real for $\varphi<1$. Since no film grows on an inert bottom, "bottom coverage" means coverage at the foot of the side wall.

The coordinate $z$ runs from the mouth, $z=0$, to the bottom, $z=L$, and $x$ runs across the trench from $-w/2$ to $w/2$. Nothing varies along its length. The gas is isothermal, has no bulk flow, and is in a steady state. The film is thin compared with $w$. The density is taken as uniform across the mouth. The mean free path is much shorter than $w$, so that $D$ is the value for the open gas; the last section shows what goes wrong when there are no gas collisions at all.

## First case: hardly any depletion

Suppose that the density stays close to its mouth value $n_0$ everywhere. Each wall then consumes about $kn_0$ per unit area. Per unit length of trench, the walls below depth $z$ have area $2(L-z)$, and everything they consume must pass through the cross-section of area $w$ at $z$. The downward diffusive flux is $-D\,dn/dz$, so

$$-wD\frac{dn}{dz}=2kn_0(L-z).$$

Dividing by $-wD$ and integrating from the mouth to the bottom gives

$$n(L)-n_0=-\frac{2kn_0}{wD}\int_0^L(L-z)\,dz=-\frac{kL^2}{wD}\,n_0 .$$

With $\varphi^2=2kL^2/(wD)$ this reads

$$\frac{n(L)}{n_0}=1-\frac{\varphi^2}{2}.$$

The modulus thus compares consumption with supply: the walls demand $2kLn_0$, while diffusion over the full depth can deliver about $wDn_0/L$, and the ratio of the two is $\varphi^2$. The estimate requires $\varphi^2\ll1$. At $\varphi>\sqrt2$ it would even give a negative density, because it lets the lower walls consume as if they still saw the density $n_0$.

## Second case: consumption follows the local density

Now let each piece of wall respond to the density in front of it. In the steady state

$$D\left(\frac{\partial^2n}{\partial x^2}+\frac{\partial^2n}{\partial z^2}\right)=0 .$$

At the right wall the flux towards the wall is $-D\,\partial n/\partial x$, and it equals the consumption $kn_{\rm w}$, where $n_{\rm w}(z)$ is the density at the wall. Hence $\partial n/\partial x=-kn_{\rm w}/D$ there, and by symmetry $\partial n/\partial x=+kn_{\rm w}/D$ at the left wall. Integrating the diffusion equation over $x$ gives

$$D\left[-\frac{kn_{\rm w}}{D}-\frac{kn_{\rm w}}{D}\right]+wD\frac{d^2\langle n\rangle}{dz^2}=0,$$

where $\langle n\rangle$ is the average over the width. Therefore

$$D\frac{d^2\langle n\rangle}{dz^2}=\frac{2k}{w}\,n_{\rm w}.$$

This is still exact within the diffusion model, but it contains two different densities. Weak reactivity removes the difference. The transverse gradient grows almost linearly from zero at the centre to $kn_{\rm w}/D$ at the wall. The density drop between them is therefore about half of $kn_{\rm w}/D$ times the half width $w/2$, which is $\mathrm{Bi}\,n_{\rm w}/2$. For $\mathrm{Bi}\ll1$ we may set $n_{\rm w}=\langle n\rangle=n$ and obtain

$$\frac{d^2n}{dz^2}=\frac{\varphi^2}{L^2}\,n,\qquad n(0)=n_0,\qquad \left.\frac{dn}{dz}\right|_{L}=0 .$$

The last condition expresses the inert bottom: no consumption, hence no flux into it.

The general solution can be written with the distance from the bottom as argument:

$$n=A\cosh\!\left[\varphi\left(1-\frac zL\right)\right]+B\sinh\!\left[\varphi\left(1-\frac zL\right)\right].$$

Its derivative at $z=L$ is $-B\varphi/L$, so $B=0$. The mouth condition gives $A\cosh\varphi=n_0$. Thus

$$\frac{n(z)}{n_0}=\frac{\cosh[\varphi(1-z/L)]}{\cosh\varphi},\qquad \frac{n(L)}{n_0}=\frac1{\cosh\varphi}.$$

**From density to thickness.** Let $\Omega$ be the film volume produced per consumed molecule. The wall film grows at the speed $\Omega kn(z)$, and after a time $t$ its thickness is $h(z)=\Omega kn(z)t$. In $h(L)/h(0)$ the factors $\Omega$, $k$ and $t$ cancel, which leaves $S=1/\cosh\varphi$. This needs the same $k$ at every depth, and first-order kinetics, without which neither the growth law nor the cosh profile holds. As long as the density is uniform across the mouth, depletion of the gas above the wafer lowers all thicknesses by the same factor and leaves their ratio unchanged.

**Limits.** For small $\varphi$, $\cosh\varphi\approx1+\varphi^2/2$, so $S\approx1-\varphi^2/2$, as in the first case. As an estimate of the loss $1-S$ this also needs $w\ll L$: the width average neglects a further loss of about $\mathrm{Bi}/3$ (third case), which is the fraction $w^2/(6L^2)$ of $\varphi^2/2$, or 17% at $L=w$. For large $\varphi$, $\cosh\varphi\approx e^{\varphi}/2$, so

$$S\approx2e^{-\varphi}.$$

The reactant then dies out over the length $L/\varphi=\sqrt{wD/(2k)}$, which does not depend on the depth. The factor 2 comes from the inert bottom. In an endless trench the density at depth $L$ would be $n_0e^{-\varphi}$; the bottom stops the flux and doubles this value.

**Mean coverage.** The wall film averaged over the depth, relative to the mouth, is

$$\frac1L\int_0^L\frac{\cosh[\varphi(1-z/L)]}{\cosh\varphi}\,dz=\frac{\tanh\varphi}{\varphi}.$$

Conservation can be read off from it. The walls consume $2kLn_0\tanh\varphi/\varphi$ per unit length of trench. The flux entering the mouth is $-wD\,n'(0)=wDn_0\varphi\tanh\varphi/L$. The two agree because $\varphi^2=2kL^2/(wD)$.

## What "weakly reactive" means

Since $4\,\mathrm{Bi}/w^2=2k/(wD)$, the two dimensionless numbers are related by

$$\varphi=\frac{2L}{w}\sqrt{\mathrm{Bi}} .$$

Weak walls therefore do not imply good coverage. A deep trench can have $\mathrm{Bi}\ll1$ and a large $\varphi$ together: the density is then nearly uniform across the trench and far from uniform along it.

The velocity $k$ follows from the probability $s$ that a molecule striking the wall reacts. For a Maxwellian gas of molecular mass $m$ at temperature $T$, the number striking unit area per unit time is

$$n\int_0^\infty v\sqrt{\frac{m}{2\pi k_{\rm B}T}}\;e^{-mv^2/(2k_{\rm B}T)}\,dv=n\sqrt{\frac{k_{\rm B}T}{2\pi m}}=\frac{n\bar v}{4},\qquad \bar v=\sqrt{\frac{8k_{\rm B}T}{\pi m}} .$$

A fraction $s$ reacts, so $k=s\bar v/4$. Consumption itself disturbs the Maxwellian. If the disturbance is linear in the velocity component normal to the wall, half of the net flux $sJ$ is carried by the molecules moving towards the wall. Their flux is then $J=n\bar v/4+sJ/2$, which changes $k$ by the relative amount $s/2$. For $s\ll1$ this is negligible.

## Third case: density variation across the trench

The error made by setting $n_{\rm w}=\langle n\rangle$ can be calculated. Try $n=\cos(qx)f(z)$ in the two-dimensional equation. It gives $f''=q^2f$, and the wall condition becomes $Dq\sin(qw/2)=k\cos(qw/2)$. With $y=qw/2$,

$$y\tan y=\mathrm{Bi}.$$

The smallest root is small. From $y\tan y\approx y^2+y^4/3$ follows $y^2\approx\mathrm{Bi}-\mathrm{Bi}^2/3$, and hence

$$qL=\frac{2L}{w}\,y=\varphi\,\frac{y}{\sqrt{\mathrm{Bi}}}\approx\varphi\left(1-\frac{\mathrm{Bi}}6\right).$$

The density at the wall is slightly below the average, so the walls consume slightly less than assumed. In this mode the ratio is

$$\frac{n_{\rm w}}{\langle n\rangle}=\frac{\cos y}{\sin y/y}=y\cot y\approx1-\frac{\mathrm{Bi}}3 .$$

Let the density at the mouth be uniform across the width and equal to $n_0$. It must be expanded in all transverse modes. Two modes $\psi_i,\psi_j$ with wavenumbers $q_i\neq q_j$ are orthogonal, since

$$(q_i^2-q_j^2)\int\psi_i\psi_j\,dx=\left[\psi_i\psi_j'-\psi_j\psi_i'\right]_{-w/2}^{w/2}=0,$$

the bracket vanishing because both modes obey the same wall condition. With $\xi=2x/w$, the amplitude of the lowest mode in units of $n_0$ is

$$c=\frac{\int_0^1\cos(y\xi)\,d\xi}{\int_0^1\cos^2(y\xi)\,d\xi}\approx\frac{1-y^2/6}{1-y^2/3}\approx1+\frac{y^2}6 .$$

At the wall this is multiplied by $\cos y\approx1-y^2/2$, which gives $1-y^2/3\approx1-\mathrm{Bi}/3$. The higher even modes have $q\approx2\pi j/w$ with $j=1,2,\dots$ and decay within a fraction of the width, so in a deep trench they do not reach the foot. The inert bottom gives the lowest mode the factor $1/\cosh(qL)$. Because $d\ln\cosh\varphi/d\varphi=\tanh\varphi$, lowering the argument by $\varphi\,\mathrm{Bi}/6$ raises this factor by the relative amount $(\varphi\,\mathrm{Bi}/6)\tanh\varphi$. Altogether, to first order in $\mathrm{Bi}$,

$$\frac{n_{\rm w}(L)}{n_0}\approx\frac1{\cosh\varphi}\left[1+\mathrm{Bi}\left(\frac{\varphi\tanh\varphi}6-\frac13\right)\right].$$

As $\mathrm{Bi}\to0$ at fixed $\varphi$, the simple law returns. The two corrections have opposite signs: the wall sees less than the average density, but the density also decays more slowly with depth. At large $\varphi$ the second effect wins, and the expansion then requires $\varphi\,\mathrm{Bi}\ll1$ as well.

## Fourth case: a bottom that also reacts

If the bottom has the same $k$ as the walls, the condition at $z=L$ becomes $-D\,dn/dz=kn$. Take

$$n=A\left\{\cosh\!\left[\varphi\left(1-\frac zL\right)\right]+\beta\sinh\!\left[\varphi\left(1-\frac zL\right)\right]\right\}.$$

At the bottom $n=A$ and $dn/dz=-A\beta\varphi/L$, so $D\beta\varphi/L=k$. Inserting $k/D=2\,\mathrm{Bi}/w$ and $\varphi=(2L/w)\sqrt{\mathrm{Bi}}$ gives

$$\beta=\frac{kL}{D\varphi}=\frac{2L\,\mathrm{Bi}/w}{(2L/w)\sqrt{\mathrm{Bi}}}=\sqrt{\mathrm{Bi}},\qquad S=\frac1{\cosh\varphi+\sqrt{\mathrm{Bi}}\,\sinh\varphi}.$$

For small $\varphi$ the coverage loss is $1-S\approx\varphi^2/2+\sqrt{\mathrm{Bi}}\,\varphi$. Since $\sqrt{\mathrm{Bi}}=\varphi w/(2L)$, this equals

$$1-S\approx\frac{\varphi^2}2\left(1+\frac wL\right).$$

The bottom increases the loss by the fraction $w/L$. This holds for small $\varphi$ in a deep trench, $w\ll L$; in a shallow one the variation across the width is no longer negligible against the loss. For large $\varphi$, $\sinh\varphi\approx\cosh\varphi$, and the reactive bottom divides $S$ by $1+\sqrt{\mathrm{Bi}}$, however deep the trench is. The inert-bottom law is therefore also the leading result for a bottom that reacts like the walls, provided that $\sqrt{\mathrm{Bi}}\ll1$. This is a stricter demand than $\mathrm{Bi}\ll1$: at $\mathrm{Bi}=0.01$ and large $\varphi$ the bottom still lowers the foot coverage by 9%.

## A worked example

The following are round model parameters and stand for no particular material: $w=20$ µm, $L=200$ µm, $T=1000$ K, molecular mass 100 u, $D=1$ cm²/s $=10^{-4}$ m²/s, $s=2\times10^{-4}$, reactant partial pressure 10 Pa at the mouth, $\Omega=0.02$ nm³, and 300 s of growth.

The mean speed is $\bar v=460.1$ m/s, so

$$k=\frac{2\times10^{-4}\times460.1}{4}\ \text{m/s}=0.0230\ \text{m/s}.$$

The two dimensionless numbers are

$$\varphi^2=\frac{2\times0.0230\times(2\times10^{-4})^2}{2\times10^{-5}\times10^{-4}}=0.920,\qquad \varphi=0.959,$$

$$\mathrm{Bi}=\frac{0.0230\times2\times10^{-5}}{2\times10^{-4}}=0.0023 .$$

With $\cosh\varphi=1.4965$ the coverage is $S=0.668$. The inverse function $\operatorname{arccosh}\varphi$ would not be real here.

The ideal-gas density at the mouth is $n_0=7.24\times10^{20}$ m⁻³. The growth rate there is $\Omega kn_0=0.333$ nm/s, which gives 100 nm in 300 s. The foot receives $0.668\times100$ nm, about 67 nm. The mean wall coverage is $\tanh\varphi/\varphi=0.776$.

The assumptions can now be examined.

- The elementary estimate $\lambda=3D/\bar v$ gives a mean free path of 0.65 µm, or 0.033 of the width. Collisions in the gas dominate.
- The diffusion time $L^2/D$ is 0.4 ms, far below the growth time, so the density follows a steady profile.
- Two films of 100 nm narrow the mouth by 1%. Because $\varphi\propto w^{-1/2}$, narrowing the whole trench by 1% would raise $\varphi$ by 0.5% and lower $S$ by the relative amount $0.005\,\varphi\tanh\varphi$, about 0.4%. This is an upper bound. The narrowing grows from zero in proportion to time, which halves its effect on the final thickness ratio, and it is smaller lower down, where the film is thinner. The actual effect is between 0.1% and 0.2%.

To see the effect of the width average, the two-dimensional diffusion equation was solved by finite differences, with 40 intervals across the half width, 400 along the depth, and a uniform density at the mouth. This gives 0.6679 at the foot of the wall, against 0.6682 from $1/\cosh\varphi$. The first-order formula accounts for the difference: its bracket contains $-0.214\,\mathrm{Bi}$, a relative change of $-0.05\%$. Of these two errors, film narrowing is the larger. The finite mean free path can matter more than either. If $D$ is the value for the open gas and the walls scatter diffusely, molecules that have just left a wall contribute less to the flux along the trench. For $\lambda\ll w$, a fixed free path and isotropic scattering in the gas, this lowers the effective diffusivity by the fraction $3\lambda/(8w)$, here 1.2%, and $S$ by about 0.4%. The coefficient depends on the collision model: a fixed collision rate gives $4/(3\pi)\approx0.42$ in place of $3/8$, that is 1.4% and 0.5%. The uniform mouth density is an idealization too. Where the trench opens onto a wide gas space, the flux converges on the mouth, and the density is higher at its edges than in its middle. For a single deep trench in a flat, inert surface, conformal mapping gives a relative lowering of the thickness ratio by about $\frac{1-\ln2}{\pi}\,\frac wL\,\varphi\tanh\varphi$, here 0.7%.

The same numerical method, with $\mathrm{Bi}$ held at 0.0023 and the depth varied, gives:

| $\varphi$ | $1/\cosh\varphi$ | two-dimensional |
|---|---|---|
| 0.5 | 0.8868 | 0.8862 |
| 1 | 0.6481 | 0.6477 |
| 2 | 0.2658 | 0.2658 |
| 3 | 0.0993 | 0.0994 |

The difference changes sign near $\varphi=2$, where $\varphi\tanh\varphi/6$ overtakes $1/3$.

With an equally reactive bottom the formula gives $S=0.645$ instead of 0.668. The bottom adds 5% to the reacting area and lowers the foot coverage by about 3%.

**Choosing a depth.** Solving $S=1/\cosh\varphi$ for the depth gives

$$L=\operatorname{arccosh}\!\left(\frac1S\right)\sqrt{\frac{wD}{2k}} .$$

This is where the inverse function belongs, with $1/S$ as its argument. For $S=0.9$ it requires $\varphi=0.467$, and the greatest depth is $200\times0.467/0.959$ µm, about 97 µm. Roughly halving the depth cuts the coverage loss from 33% to 10%. The small-$\varphi$ law, a loss proportional to $L^2$, would predict a cut to 8%; near $\varphi=1$ the loss already grows more slowly than $L^2$.

## Where constant diffusivity fails

Consider the opposite regime, in which molecules fly from wall to wall without meeting one another. Let them leave each wall with the cosine law: the probability of landing on a unit area of the opposite wall is $\cos\theta\cos\theta'/(\pi r^2)$, where $r$ is the flight length and $\theta,\theta'$ are its angles to the two wall normals. Both cosines equal $w/r$, so this is $w^2/(\pi r^4)$. For a displacement $z$ in depth and $u$ along the trench, $r^2=a^2+u^2$ with $a^2=w^2+z^2$. The substitution $u=a\tan t$ gives

$$\int_{-\infty}^{\infty}\frac{du}{(a^2+u^2)^2}=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt=\frac{\pi}{2a^3}.$$

The distribution of depth displacements per flight is therefore

$$K(z)=\frac{w^2}{2(w^2+z^2)^{3/2}} .$$

A diffusivity needs a finite mean square displacement. Counting flights up to $|z|=Z$, and writing $z^2=(w^2+z^2)-w^2$ in the numerator,

$$M(Z)=w^2\int_0^Z\frac{z^2\,dz}{(w^2+z^2)^{3/2}}=w^2\left[\operatorname{arsinh}\frac Zw-\frac{Z}{\sqrt{w^2+Z^2}}\right].$$

For $Z\gg w$ this tends to $w^2[\ln(2Z/w)-1]$, which grows without bound. Its values are $2.00\,w^2$, $4.30\,w^2$ and $6.60\,w^2$ for $Z/w=10$, 100 and 1000: each decade adds about $\ln10=2.30$.

The mean flight time, by contrast, is finite. Weighting $w/v$, where $v$ is the velocity component normal to the wall, with the flux of molecules leaving the wall gives $w(n/2)/(n\bar v/4)=2w/\bar v$. A random-walk estimate of the diffusivity, $M/(2\times2w/\bar v)$, thus inherits the logarithm. In a real trench the longest flights are cut off at about the depth, so the estimate changes with $L$. An ideal long slit in free-molecular flow has no depth-independent diffusivity to insert in $\varphi$, and $1/\cosh\varphi$ with a constant $D$ is not justified there. In the example above, gas collisions end the flights after a small fraction of the width, and the difficulty does not arise.
